# Cell-periodic Bloch functions at different k are not generally orthogonal

Suppose that the cell-periodic parts of Bloch states at different $k$ were orthogonal. A potential varying as $e^{iqx}$ could then never scatter an electron from $k$ to $k+q$. To see this, take a ring of $N$ cells of length $a$ and write

$$\psi_{nk}(x)=\frac{1}{\sqrt N}\,e^{ikx}u_{nk}(x),\qquad u_{nk}(x+a)=u_{nk}(x),\qquad \int_{\rm cell}|u_{nk}|^2dx=1 .$$

In the matrix element of $e^{iqx}$ the exponentials cancel:

$$\langle\psi_{m,k+q}|e^{iqx}|\psi_{nk}\rangle=\frac1N\int_{\rm ring}e^{-i(k+q)x}e^{iqx}e^{ikx}\,u^*_{m,k+q}u_{nk}\,dx=\int_{\rm cell}u^*_{m,k+q}u_{nk}\,dx .$$

The last step holds because the remaining integrand is periodic, so the $N$ cells contribute equally. Here $k+q$ is not folded back into the first zone: folding would leave the Bloch state the same but change its cell-periodic part. If this one-cell overlap vanished for every $q\neq0$, the electron would not respond to such a potential to first order. Free electrons already contradict that: $u=1/\sqrt a$ for every $k$, and the overlap is 1. Their Bloch states, the plane waves, are nevertheless orthogonal.

## The counter-example with a cosine potential

Take one electron in $V(x)=-V_0\cos(2\pi x/a)$ with $V_0>0$. This is a pure model, with no material attached. Measure energy in $E_R=\hbar^2\pi^2/(2ma^2)$ and set $\kappa=ka/\pi$, $v=V_0/E_R$. The first zone is $-1<\kappa\le1$. Expand

$$u_k(x)=\frac{1}{\sqrt a}\sum_j c_j(\kappa)\,e^{2\pi i jx/a},\qquad \sum_j|c_j|^2=1 .$$

The plane wave $e^{i(k+2\pi j/a)x}$ has kinetic energy $(\kappa+2j)^2$ in units of $E_R$. Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$, the potential couples neighbouring $j$ with strength $-v/2$. Hence

$$(\kappa+2j)^2c_j-\frac v2\,(c_{j-1}+c_{j+1})=\frac{E}{E_R}\,c_j. \tag{1}$$

The matrix is real, so the $c_j$ can be chosen real. Plane waves with different $j$ are orthogonal over a cell, so the one-cell overlap is

$$S_{mn}(k,k')\equiv\int_{\rm cell}u^*_{mk}u_{nk'}\,dx=\sum_j c^{(m)}_j(\kappa)\,c^{(n)}_j(\kappa').$$

For $v=2$, the lowest band has these coefficients:

| $j$ | $-2$ | $-1$ | $0$ | $1$ | $2$ |
|---|---|---|---|---|---|
| $\kappa=0$ | 0.0132 | 0.2166 | 0.9518 | 0.2166 | 0.0132 |
| $\kappa=0.75$ | 0.0482 | 0.5158 | 0.8482 | 0.1102 | 0.0049 |

The row $j=0$ of equation (1) at $\kappa=0$ gives $E/E_R=-(0.2166+0.2166)/0.9518=-0.455$, in agreement with the computed energy. Multiplying the two lists term by term,

$$S_{11}=0.0006+0.1117+0.8073+0.0239+0.0001=0.9436 .$$

These cell functions are far from orthogonal. Between $\kappa=0$ and $\kappa'=0.25,\,0.50,\,0.75,\,1.00$ the overlaps are 0.997, 0.985, 0.944 and 0.839.

## Where the zero comes from

On a ring of $N=8$ cells the allowed values of $\kappa$ are multiples of 0.25, so $\kappa=0$ and $\kappa'=0.75$ are both allowed. With $q=k'-k$, the quantity that enters the Bloch overlap from the first cell is not $S$ but

$$I=\int_{x_0}^{x_0+a}f(x)\,dx,\qquad f(x)=e^{iqx}u^*_{mk}(x)u_{nk'}(x).$$

For the cell centred on a potential minimum, $I=0.9757$, which is not zero either. Since $f(x+a)=e^{iqa}f(x)$, each further cell contributes the same number turned by the angle $qa=3\pi/4$. After $n$ cells the ring overlap has reached

$$P_n=\frac IN\sum_{s=0}^{n-1}e^{iqas}.$$

The first cell gives $P_1=0.9757/8=0.1220$. The second adds $0.1220\,(\cos135^\circ+i\sin135^\circ)$, so that $P_2=0.0357+0.0862i$. The sum wanders, stands at $0.0505i$ after five cells, and returns to zero at the eighth. The eight contributions point along the eight directions separated by $45^\circ$, each taken once. For $\kappa'=0.5$ the turn is $90^\circ$, and the sum closes after four cells and again after eight.

The integral $I$ depends on where the cell begins:

$$\frac{dI}{dx_0}=f(x_0+a)-f(x_0)=(e^{iqa}-1)f(x_0).$$

For the pair above, $|I|$ falls from 0.976 to 0.453 when the cell is moved from $(-a/2,a/2)$ to $(0,a)$. The integrand of $S$ is periodic, so $S$ stays at 0.944. The sum over the ring vanishes for either choice of cell, because its phase factor vanishes.

If $k'$ does not fit the ring, the zero is lost. For $\kappa'=0.875$ we have $qa/2=0.4375\pi$, and the modulus of the phase factor is

$$\left|\frac{\sin(Nqa/2)}{N\sin(qa/2)}\right|=\frac{|\sin3.5\pi|}{8\sin0.4375\pi}=0.127 .$$

The integral over the eight cells, taken from $x=-4a-a/2$ or any other potential maximum, then has modulus 0.124. Started at a potential minimum, it has modulus 0.030: the choice of cell still matters, because the phase factor no longer removes $I$. Such a function is not a state of the ring, since it does not join onto itself.

## The correct statement and its proof

**Statement.** Let $k$ and $k'$ be allowed wave numbers in one zone, counting only one of its two edges. Then

$$\langle\psi_{mk}|\psi_{nk'}\rangle=\delta_{kk'}\,\delta_{mn}.$$

The factor $\delta_{kk'}$ comes from the lattice phase sum, and the factor $\delta_{mn}$ from the cell functions at a common $k$. Nothing is implied about $S_{mn}(k,k')$ at $k\ne k'$.

**Proof.** Cut the ring into cells and substitute $x\to x+sa$ in cell $s$:

$$\langle\psi_{mk}|\psi_{nk'}\rangle=\frac1N\sum_{s=0}^{N-1}\int_{x_0}^{x_0+a}f(x+sa)\,dx=\left[\frac1N\sum_{s=0}^{N-1}e^{iqas}\right]I .$$

Periodicity around the ring requires $e^{ikNa}=1$, so $k=2\pi\ell/(Na)$ with integer $\ell$, and $q=2\pi r/(Na)$ with integer $r$. Both wave numbers lie in one zone, so $|r|<N$. Put $z=e^{iqa}=e^{2\pi ir/N}$. If $r\neq0$, then $z\neq1$ while $z^N=1$, and

$$\sum_{s=0}^{N-1}z^s=\frac{1-z^N}{1-z}=0 .$$

If $r=0$, the bracket equals 1 and $I=S_{mn}(k,k)$. It remains to show that this is $\delta_{mn}$. From $e^{-ikx}p\,e^{ikx}=p+\hbar k$, the cell functions obey

$$H_ku_{nk}=E_{nk}u_{nk},\qquad H_k=\frac{(p+\hbar k)^2}{2m}+V(x).$$

$H_k$ is Hermitian on periodic functions, because the boundary terms at the two ends of a cell cancel. Its eigenfunctions with different energies are therefore orthogonal, and degenerate ones can be chosen so. This completes the proof.

In three dimensions the sum over lattice vectors factorizes into three geometric sums. For distinct allowed wave vectors in one zone, with equivalent boundary points counted only once, at least one of them vanishes.

## Why Hermiticity does not carry over to different k

The functions $u_{mk}$ and $u_{nk'}$ are eigenfunctions of different operators. Evaluate $H_{k'}$ and $H_k$ between them, the first acting to the right and the second to the left:

$$\langle u_{mk}|H_{k'}|u_{nk'}\rangle=E_{nk'}S_{mn},\qquad \langle u_{mk}|H_k|u_{nk'}\rangle=E_{mk}S_{mn}.$$

Subtraction gives

$$(E_{nk'}-E_{mk})\,S_{mn}(k,k')=\Big\langle u_{mk}\Big|\frac{\hbar q}{m_e}\,p+\frac{\hbar^2(k'^2-k^2)}{2m_e}\Big|u_{nk'}\Big\rangle ,$$

where $m_e$ is the particle mass, written $m$ elsewhere, to keep it apart from the band index. At $k=k'$ the right side is zero, and the usual orthogonality of states with different energies follows. At $k\neq k'$ it need not be. For band 2 at $\kappa=0$ and band 1 at $\kappa'=0.75$, the energies are $3.917\,E_R$ and $-0.176\,E_R$, and both sides equal $-1.180\,E_R$. The common sign depends on the sign chosen for the functions. Thus even different bands overlap: $|S_{21}|=1.180/4.093=0.288$.

## Not all overlaps can vanish

At any fixed $k$ the functions $u_{mk}$ form a complete orthonormal set for periodic functions in the cell. Expanding the normalized function $u_{nk'}$ in this set gives

$$\sum_m|S_{mn}(k,k')|^2=1. \tag{2}$$

If the cell functions at $k'$ were orthogonal to all those at $k$, the left side would be zero. For $u_{1}$ at $\kappa'=0.75$, the weights in bands 1, 2 and 3 at $\kappa=0$ are 0.8904, 0.0831 and 0.0264. Bands 4 and 5 together hold about $10^{-4}$.

Equation (2) also settles the case of close neighbours. Let band $n$ be non-degenerate at $k$, and let $k'=k+q$ with small $q$. To first order in $q$ the perturbation is $q\,\partial_kH_k$, so for $m\neq n$

$$S_{mn}(k,k+q)=q\,\frac{\langle u_{mk}|\partial_kH_k|u_{nk}\rangle}{E_{nk}-E_{mk}}+O(q^2).$$

Inserting this in (2) yields

$$|S_{nn}|^2=1-g\,q^2+O(q^3),\qquad g=\sum_{m\ne n}\frac{|\langle u_{mk}|\partial_kH_k|u_{nk}\rangle|^2}{(E_{nk}-E_{mk})^2}.$$

At $k=0$ in the lowest band of the example, $g=0.00806\,a^2$. The spacing of allowed wave numbers for $N=1000$ is $q=2\pi/(1000a)$, so $gq^2=3.18\times10^{-7}$. A direct calculation for two wave numbers this far apart, placed symmetrically about $k=0$, gives the same loss to the digits shown. As the ring grows, the cell functions at neighbouring $k$ inside the zone approach each other, while the overlap of the Bloch states remains zero.

## In the lowest cosine band no overlap vanishes

For this potential a stronger result holds: $S_{11}(k,k')>0$ for every pair, with suitable signs of the functions. For real normalized coefficients the energy is

$$\frac{E[c]}{E_R}=\sum_j(\kappa+2j)^2c_j^2-v\sum_jc_jc_{j+1},$$

and the lowest state minimizes it. Replacing each $c_j$ by $|c_j|$ leaves the first sum unchanged and cannot lower the second. The list $|c_j|$ is therefore also a minimizer and satisfies equation (1). If some $|c_j|$ were zero, (1) would give $|c_{j-1}|+|c_{j+1}|=0$, so both neighbours would vanish, then their neighbours, and finally the whole list. Hence every $|c_j|>0$.

The minimizer is also unique up to sign, because two independent ones could be combined into a third with $c_0=0$, which has just been excluded. All coefficients can thus be taken positive at every $k$, and $S_{11}=\sum_jc_j(\kappa)c_j(\kappa')$ is a sum of positive terms. Reversing the sign of $V_0$ shifts the potential by $a/2$ and multiplies $c_j$ by $(-1)^j$. The products, and so $S_{11}$, are unchanged.

**Weak potential.** The potential couples $j=0$ directly only to $j=\pm1$. For two fixed points inside the zone, first-order perturbation theory therefore gives, for $j=\pm1$,

$$c_j\approx\frac{v/2}{(\kappa+2j)^2-\kappa^2}=\frac{v}{8j(j+\kappa)} .$$

The coefficients with $|j|\ge2$ are of order $v^2$ or smaller and can be dropped here. At $\kappa=0$ the formula gives $v/8$ for $j=\pm1$. At $\kappa'=0.75$ it is $v/2$ for $j=-1$ and $v/14$ for $j=1$. Normalization gives $\sum_j(c_j-c_j')^2=2-2S_{11}$, and $c_0$ differs between the two points only at order $v^2$. Therefore

$$1-S_{11}\approx\frac{v^2}{2}\left[\left(\frac38\right)^2+\left(\frac18-\frac1{14}\right)^2\right]=0.072\,v^2 .$$

For $v=0.001$ this is $7.2\times10^{-8}$, as computed. The overlap tends to 1, the opposite of orthogonality.

**Zone edges.** The points $k=\pm\pi/a$ behave differently. They label the same Bloch state, but $u_{k+G}=e^{-iGx}u_k$ with $G=2\pi/a$, so

$$S_{11}(-\pi/a,\pi/a)=\int_{\rm cell}e^{-iGx}|u_{1,-\pi/a}|^2dx ,$$

a Fourier component of the density. At $v=2$ it is 0.603, although the Bloch overlap is 1. On a grid of 41 points across the zone, this pair has the smallest overlap in the band for $v=0.1$, 2 and 20, with values 0.506, 0.603 and 0.842.

Both ends of this trend can be understood. For $v\to0$, two plane waves are degenerate at each edge and mix equally: $j=0,-1$ at $\kappa=1$ and $j=0,1$ at $\kappa=-1$. They share only $j=0$, so $S_{11}\to(1/\sqrt2)^2=1/2$. For large $v$, the well is nearly harmonic, with $m\omega^2=V_0G^2$, and the density is a Gaussian of variance $\sigma^2=\hbar/(2m\omega)$. Then $G^2\sigma^2=\hbar G/(2\sqrt{mV_0})=\sqrt{2/v}$, and

$$S_{11}\approx e^{-G^2\sigma^2/2}=e^{-\frac12\sqrt{2/v}} .$$

At $v=20$ this estimate is 0.854, about 1.4% above the computed value. It tends to 1 for deep wells.

## Accidental zeros in a higher band

The positivity argument relies on the state being the lowest one, and it fails for band 2. Reversing $k$ reverses the list of coefficients, up to a common sign. With the sign chosen so that $c_j(-\kappa)=c_{-j}(\kappa)$,

$$S_{22}(-k,k)=\sum_jc_{-j}(\kappa)\,c_j(\kappa).$$

Each term is quadratic in the coefficients, so the sum does not depend on the overall sign of the list $c_j(\kappa)$. The opposite choice at $-\kappa$ would reverse the sign of $S_{22}$ but leave its zeros in place. For $v=2$ it is $-0.986$ at $\kappa=0.01$ and $+0.351$ at $\kappa=1$, and it passes through zero at $\kappa=0.599$. There the two cell functions are orthogonal, at a position set by the potential. The Bloch states at $k$ and $-k$ are orthogonal for every distinct allowed pair, whatever the value of $S_{22}$. They have equal energies, so Hermiticity of the full Hamiltonian alone would not force this. The phase sum does.

The numerical output below lists $S$ and $I$ between $\kappa=0$ and each positive allowed $\kappa'$, and the cell-by-cell sum in full.

## Computed values

```
Potential amplitude V0 = 2.0 E_R; cells N = 8
Whole-ring levels vs band 1: max diff 4.5e-04 E_R
kappa=0.00: E1=-0.4551, E2=3.9170 E_R
  band 1 c(G=-2..2 in 2pi/a): 0.0132 0.2166 0.9518 0.2166 0.0132
kappa=0.75: E1=-0.1755, E2=2.0450 E_R
  band 1 c(G=-2..2 in 2pi/a): 0.0482 0.5158 0.8482 0.1102 0.0049
Band 1, k=0 against kappa': S, I (centred cell), |ring overlap|
  0.25: S=0.99722, I=0.99483, ring<1e-11: True
  0.50: S=0.98458, I=0.98339, ring<1e-11: True
  0.75: S=0.94358, I=0.97571, ring<1e-11: True
  1.00: S=0.83900, I=0.97521, ring<1e-11: True
Pair 0, 0.75: partial ring overlap after n cells (Re, Im)
  n=1: 0.12196, 0.00000
  n=2: 0.03572, 0.08624
  n=3: 0.03572, -0.03572
  n=4: 0.12196, 0.05052
  n=5: 0.00000, 0.05052
  n=6: 0.08624, -0.03572
  n=7: 0.08624, 0.08624
  n=8: 0.00000, 0.00000
kappa'=0.875 (not allowed): phase factor 0.12745, overlap 0.12427
Pair 0, 0.75: |I| centred 0.97571, cell 0..a 0.45269
  S from cell 0..a: 0.94358
Same k=0.75, bands 1,2 (mixed methods): overlap 2.0e-06
Weights of u(1,0.75) in bands 1..5 at k=0:
  0.89035 0.08312 0.02644 0.00005 0.00004
  sum of five: 1.000000
Identity, band 2 at 0 and band 1 at 0.75: left -1.17989, right -1.17989 E_R
Metric g at k=0: 0.008064 a^2
N=1000, neighbours about k=0: 1-S^2 = 3.1834e-07
  predicted g q^2 = 3.1834e-07
V0=0.1 E_R: min band-1 S on grid 0.50619 at -1.00, 1.00
V0=2.0 E_R: min band-1 S on grid 0.60339 at -1.00, 1.00
V0=20.0 E_R: min band-1 S on grid 0.84162 at -1.00, 1.00
V0=0.001 E_R, pair 0, 0.75: 1-S = 7.2e-08
kappa=-1 and 1: Bloch overlap 1.00000, S 0.60339
  density Fourier component 0.60339
Band 2, k and -k: S = -0.9860 at 0.01, 0.3513 at 1
  accidental zero at kappa = 0.59897
```
